# Zero-temperature-coefficient gate bias of a square-law MOSFET: a program that tests the result

```python
"""Zero-temperature-coefficient (ZTC) gate bias of a square-law MOSFET.

Result under test: for I = (beta/2)*(VG - VT)^2 with
VT = VT0 - kappa*(T - T0) and beta = beta0*(T/T0)^(-m),
dI/dT at fixed VG vanishes at VG = VT(T) + 2*kappa*T/m.
VG: gate-source voltage (V), VT: threshold (V), T: temperature (K),
kappa: threshold decrease per kelvin (V/K), m: mobility exponent,
beta: transconductance parameter (A/V^2).
The direct side finds the zero of a finite-difference derivative of I.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as q_electron
from scipy.optimize import brentq, minimize_scalar

VT0, T0, KAPPA, M, BETA0 = 0.45, 300.0, 0.8e-3, 1.5, 2.0e-3
T_STAR = 350.0
N_SLOPE = 1.3


def threshold(temp):
    return VT0 - KAPPA * (temp - T0)


def beta(temp, m=M):
    return BETA0 * (temp / T0) ** (-m)


def current(vg, temp, m=M):
    overdrive = max(vg - threshold(temp), 0.0)
    return 0.5 * beta(temp, m) * overdrive ** 2


def smooth_current(vg, temp):
    """Interpolation from weak to strong inversion, slope factor N_SLOPE."""
    nphi = N_SLOPE * k_boltzmann * temp / q_electron
    u = (vg - threshold(temp)) / (2 * nphi)
    return 2 * beta(temp) * nphi ** 2 * np.logaddexp(0.0, u) ** 2


def temp_coefficient(func, vg, temp, h=0.01):
    """Relative temperature coefficient (1/K) by central difference."""
    return (func(vg, temp + h) - func(vg, temp - h)) / (2 * h * func(vg, temp))


def direct_ztc(func, temp, vt):
    return brentq(lambda v: temp_coefficient(func, v, temp),
                  vt + 0.05, vt + 3.0, xtol=1e-13)


def formula_ztc(temp, m=M):
    return threshold(temp) + 2 * KAPPA * temp / m


print(f"VT0 = {VT0:.3f} V at T0 = {T0:.0f} K")
print(f"kappa = {KAPPA*1e3:.2f} mV/K, m = {M:.2f}, beta0 = {BETA0*1e3:.2f} mA/V^2")

# Bias location for several exponents and temperatures
for m in (1.2, 1.5, 2.0, 2.5):
    for temp in (250.0, 300.0, 350.0, 400.0):
        found = direct_ztc(lambda v, t: current(v, t, m), temp, threshold(temp))
        assert abs(found - formula_ztc(temp, m)) < 1e-7
        i_formula = 2 * beta(temp, m) * (KAPPA * temp / m) ** 2
        assert abs(current(found, temp, m) / i_formula - 1) < 1e-6
        if m == M:
            print(f"T = {temp:.0f} K: direct ZTC bias = {found:.5f} V, "
                  f"ZTC current = {current(found, temp)*1e6:.2f} uA")

v_star = formula_ztc(T_STAR)
v_direct = direct_ztc(current, T_STAR, threshold(T_STAR))
i_star = current(v_star, T_STAR)
ov_star = v_star - threshold(T_STAR)
print(f"required temperature = {T_STAR:.0f} K")
print(f"threshold there = {threshold(T_STAR):.4f} V")
print(f"beta there = {beta(T_STAR)*1e3:.4f} mA/V^2")
print(f"ZTC overdrive = {ov_star:.5f} V")
print(f"ZTC bias, formula = {v_star:.5f} V")
print(f"ZTC bias, direct = {v_direct:.5f} V")
print(f"ZTC current = {i_star*1e6:.2f} uA")

# Drift of the ZTC bias with temperature, from direct roots
slope = (direct_ztc(current, 400.0, threshold(400.0))
         - direct_ztc(current, 300.0, threshold(300.0))) / 100.0
assert abs(slope - KAPPA * (2 / M - 1)) < 1e-8
print(f"slope of ZTC bias with temperature = {slope*1e3:.4f} mV/K")

# Sign of the coefficient on either side, and effect of a small bias error
tc_low = temp_coefficient(current, v_star - 0.05, T_STAR)
tc_high = temp_coefficient(current, v_star + 0.05, T_STAR)
assert tc_low > 0 > tc_high
print(f"coefficient 50 mV below ZTC = {tc_low*1e6:.1f} ppm/K")
print(f"coefficient 50 mV above ZTC = {tc_high*1e6:.1f} ppm/K")
tc_error = temp_coefficient(current, v_star + 1e-3, T_STAR)
tc_linear = -M ** 2 * 1e-3 / (2 * KAPPA * T_STAR ** 2)
assert abs(tc_error / tc_linear - 1) < 0.01  # next order is 0.3 percent
print(f"coefficient 1 mV above ZTC, direct = {tc_error*1e6:.2f} ppm/K")
print(f"coefficient 1 mV above ZTC, linear formula = {tc_linear*1e6:.2f} ppm/K")

# Current against temperature at the fixed bias
for temp in (300.0, 400.0):
    x = temp / T_STAR
    ratio = current(v_star, temp) / i_star
    universal = x ** (-M) * (1 + 0.5 * M * (x - 1)) ** 2
    leading = M * (2 - M) * (x - 1) ** 2 / 4
    assert abs(ratio - universal) < 1e-12
    assert abs((ratio - 1) - leading) < 2 * abs(x - 1) ** 3
    print(f"fixed bias, {temp:.0f} K: current = {current(v_star, temp)*1e6:.2f} uA, "
          f"drift = {(ratio-1)*100:.3f} %, leading term = {leading*100:.3f} %")

# Minimum for m < 2, maximum for m > 2, with the predicted curvature
for m, kind in ((1.5, 1.0), (2.5, -1.0)):
    bias = formula_ztc(T_STAR, m)
    log_i = lambda t: np.log(current(bias, t, m))
    best = minimize_scalar(lambda t: kind * log_i(t), bounds=(250.0, 450.0),
                           method="bounded", options={"xatol": 1e-5})
    assert abs(best.x - T_STAR) < 0.05
    curvature = log_i(T_STAR + 1) - 2 * log_i(T_STAR) + log_i(T_STAR - 1)
    assert abs(curvature / (m * (1 - m / 2) / T_STAR ** 2) - 1) < 1e-3
    name = "minimum" if kind > 0 else "maximum"
    print(f"m = {m:.1f}: current {name} at {best.x:.2f} K, "
          f"curvature of ln I = {curvature:.3e} 1/K^2")

# m = 2: one bias makes the current independent of temperature
v_two = formula_ztc(T_STAR, 2.0)
i_two = np.array([current(v_two, t, 2.0) for t in np.linspace(200, 450, 26)])
spread = np.ptp(i_two) / i_two.mean()
assert spread < 1e-11
print(f"m = 2: ZTC bias = {v_two:.4f} V, current = {i_two.mean()*1e6:.2f} uA")
print(f"m = 2: spread from 200 to 450 K is below 1e-11: {spread < 1e-11}")

# Distance from weak inversion, and ZTC of the smooth interpolation
phi_t = k_boltzmann * T_STAR / q_electron
assert abs(ov_star / phi_t - 2 * KAPPA * q_electron / (M * k_boltzmann)) < 1e-9
strong = threshold(T_STAR) + 2.0
assert abs(smooth_current(strong, T_STAR) / current(strong, T_STAR) - 1) < 1e-6
v_smooth = direct_ztc(smooth_current, T_STAR, threshold(T_STAR))
assert abs(v_smooth - v_star) < 0.01 * v_star
print(f"thermal voltage = {phi_t*1e3:.3f} mV")
print(f"ZTC overdrive / thermal voltage = {ov_star/phi_t:.2f}")
print(f"smooth model, n = {N_SLOPE:.1f}: ZTC bias = {v_smooth:.5f} V, "
      f"shift = {(v_smooth-v_star)*1e3:.2f} mV")

# Low temperature: flattening threshold and two mobility mechanisms
T_COLD, V_ZERO, A_SLOPE, THETA, B_FLAT = 100.0, 0.60, 0.5e-3, 100.0, 0.5


def cold_threshold(temp):
    return V_ZERO - A_SLOPE * temp ** 2 / (temp + THETA)


def cold_current(vg, temp):
    gain = BETA0 / ((temp / T0) ** 1.5 + B_FLAT)
    return 0.5 * gain * max(vg - cold_threshold(temp), 0.0) ** 2


kappa_loc = A_SLOPE * T_COLD * (T_COLD + 2 * THETA) / (T_COLD + THETA) ** 2
phonon = (T_COLD / T0) ** 1.5
m_loc = 1.5 * phonon / (phonon + B_FLAT)
v_cold = cold_threshold(T_COLD) + 2 * kappa_loc * T_COLD / m_loc
v_cold_direct = direct_ztc(cold_current, T_COLD, cold_threshold(T_COLD))
assert abs(v_cold - v_cold_direct) < 1e-6
print(f"cold case: T = {T_COLD:.0f} K, V_zero = {V_ZERO:.2f} V, "
      f"a = {A_SLOPE*1e3:.2f} mV/K, theta = {THETA:.0f} K, b = {B_FLAT:.2f}")
print(f"cold threshold = {cold_threshold(T_COLD):.4f} V")
print(f"local kappa = {kappa_loc*1e3:.4f} mV/K, local m = {m_loc:.4f}")
print(f"cold ZTC bias, local formula = {v_cold:.5f} V")
print(f"cold ZTC bias, direct = {v_cold_direct:.5f} V")

print("finished without a failed check")
```

Running it gives:

```
VT0 = 0.450 V at T0 = 300 K
kappa = 0.80 mV/K, m = 1.50, beta0 = 2.00 mA/V^2
T = 250 K: direct ZTC bias = 0.75667 V, ZTC current = 93.48 uA
T = 300 K: direct ZTC bias = 0.77000 V, ZTC current = 102.40 uA
T = 350 K: direct ZTC bias = 0.78333 V, ZTC current = 110.60 uA
T = 400 K: direct ZTC bias = 0.79667 V, ZTC current = 118.24 uA
required temperature = 350 K
threshold there = 0.4100 V
beta there = 1.5871 mA/V^2
ZTC overdrive = 0.37333 V
ZTC bias, formula = 0.78333 V
ZTC bias, direct = 0.78333 V
ZTC current = 110.60 uA
slope of ZTC bias with temperature = 0.2667 mV/K
coefficient 50 mV below ZTC = 662.7 ppm/K
coefficient 50 mV above ZTC = -506.2 ppm/K
coefficient 1 mV above ZTC, direct = -11.45 ppm/K
coefficient 1 mV above ZTC, linear formula = -11.48 ppm/K
fixed bias, 300 K: current = 111.11 uA, drift = 0.458 %, leading term = 0.383 %
fixed bias, 400 K: current = 110.97 uA, drift = 0.327 %, leading term = 0.383 %
m = 1.5: current minimum at 350.00 K, curvature of ln I = 3.061e-06 1/K^2
m = 2.5: current maximum at 350.00 K, curvature of ln I = -5.102e-06 1/K^2
m = 2: ZTC bias = 0.6900 V, current = 57.60 uA
m = 2: spread from 200 to 450 K is below 1e-11: True
thermal voltage = 30.161 mV
ZTC overdrive / thermal voltage = 12.38
smooth model, n = 1.3: ZTC bias = 0.78461 V, shift = 1.27 mV
cold case: T = 100 K, V_zero = 0.60 V, a = 0.50 mV/K, theta = 100 K, b = 0.50
cold threshold = 0.5750 V
local kappa = 0.3750 mV/K, local m = 0.4169
cold ZTC bias, local formula = 0.75490 V
cold ZTC bias, direct = 0.75490 V
finished without a failed check
```
